# The k² Term in Low-Energy s-Wave Scattering from a Polarizable Atom

A slow electron scattered elastically by a neutral, spherical, polarizable target has the s-wave phase shift

$$
\tan\delta=-Ak-\frac{\pi\alpha}{3}k^2-\frac{4}{3}\alpha A\,k^3\ln k+O(k^3),\qquad k\to0 .
$$

Here $A$ is the scattering length and $\alpha$ the static dipole polarizability. Hartree atomic units are used, so the energy is $k^2/2$. The two-term form $-Ak-(\pi\alpha/3)k^2$ is thus the start of an expansion, with an error of order $k^3|\ln k|$. Its second term is the one that a short-range potential lacks. In general units it reads $-(\pi\alpha/3a_0)k^2$, with $\alpha$ a polarizability volume and $a_0$ the Bohr radius.

At distance $r$ the electron's field has strength $1/r^2$. It lowers the energy of the target by $\alpha/2$ times the square of the field, so the potential has the tail $V=-\alpha/(2r^4)$. With $U=2V$, the radial function obeys

$$
u''+(k^2-U)u=0,\qquad u(0)=0,\qquad U(r)=-\frac{\alpha}{r^4}\quad(r\ge d).
$$

The target is fixed and has no charge, permanent dipole or quadrupole. At zero energy the solution is normalized as $u_0\to r-A$, with $A$ assumed finite. A hard sphere then has $A>0$. For $k>0$, $u$ tends to a multiple of $\sin(kr+\delta)$.

The phase can be followed outward from the target. Define

$$
s=\frac{\sin kr}{k},\qquad c=\cos kr,
$$

so that $s'=c$, $c'=-k^2s$ and $s'c-sc'=c^2+k^2s^2=1$. At each $r$ write

$$
u=B(s-ac),\qquad u'=B(s'-ac'),
$$

which defines two functions $B(r)$ and $a(r)$. If the potential ended at $r$, the wave would continue as a multiple of $\sin kr-ka\cos kr$, with the phase shift $\tan\delta=-ka$. So $a(r)$ is a running scattering length, and for the full potential

$$
a_k(\infty)=-\frac{\tan\delta}{k}.
$$

Solving the two defining equations gives

$$
B=u'c-uc',\qquad Ba=u's-us'.
$$

Since $u''=(U-k^2)u$, $c''=-k^2c$ and $s''=-k^2s$, the terms in $k^2$ cancel on differentiation:

$$
B'=u''c-uc''=Uuc,\qquad (Ba)'=u''s-us''=Uus .
$$

Therefore

$$
a'=\frac{(Ba)'-aB'}{B}=\frac{Uu(s-ac)}{B}=U(s-ac)^2 .
$$

At $k=0$, $s=r$ and $c=1$, so

$$
a_0'=U(r-a_0)^2,\qquad a_0=r-\frac{u_0}{u_0'},\qquad a_0(\infty)=A .
$$

In the tail $a_0'\simeq-\alpha/r^2$, hence $a_0=A+O(1/r)$.

Because $u_0'\to1$, the radius $d$ can be chosen so large that $u_0'$ has no zero beyond it, and $a_0$ is then finite for all $r\ge d$. Fix $u'(0)$ independently of $k$. The equation inside $d$ contains $k$ only through $k^2$, so $u(d)$ and $u'(d)$ are smooth functions of $k^2$. So are $s,s',c,c'$ at $d$. The denominator in $a=(u's-us')/(u'c-uc')$ tends to $u_0'(d)\ne0$, and therefore

$$
a_k(d)=a_0(d)+O(k^2).
$$

If the potential ends at $d$, this is the whole answer: $-\tan\delta/k$ is a series in $k^2$, and $\tan\delta$ has only odd powers of $k$. A $k^2$ term must come from the region outside every fixed $d$.

In that region let $\eta=a_k-a_0$. Subtracting the two equations for the running length gives

$$
\eta'=-\frac{\alpha}{r^4}\left[(s-a_kc)^2-(r-a_0)^2\right].
$$

Put $a_k=a_0+\eta$ and expand the squares:

$$
\eta'=\frac{\alpha}{r^4}\Big[(r^2-s^2)-2a_0(r-sc)+a_0^2(1-c^2)+2\eta c(s-a_0c)-\eta^2c^2\Big].
$$

The first three terms are sources, and the last two are feedback from $\eta$ itself.

With $x=kr$, the first source contributes

$$
\alpha\int_d^\infty\frac{r^2-s^2}{r^4}\,dr
=\alpha k\int_{kd}^\infty\frac{x^2-\sin^2x}{x^4}\,dx .
$$

The factors of $k$ are $k^{-2}$ from the numerator, $k^4$ from $r^{-4}$ and $k^{-1}$ from $dr$. The integrand is at most $1/3$, so replacing the lower limit by zero changes the result by at most $\alpha k^2d/3$. The complete integral follows from three integrations by parts, in which every boundary term vanishes:

$$
\begin{aligned}
\int_0^\infty\frac{x^2-\sin^2x}{x^4}dx
&=\frac13\int_0^\infty\frac{2x-\sin2x}{x^3}dx
=\frac13\int_0^\infty\frac{1-\cos2x}{x^2}dx\\
&=\frac13\int_0^\infty\frac{2\sin2x}{x}dx=\frac{\pi}{3}.
\end{aligned}
$$

The first source thus gives $\pi\alpha k/3+O(k^2)$.

In the second source, replace $a_0$ by $A$ first:

$$
-2\alpha A\int_d^\infty\frac{r-sc}{r^4}\,dr
=-2\alpha Ak^2\int_{kd}^\infty\frac{x-\sin x\cos x}{x^4}\,dx .
$$

At small $x$ the numerator is $x-\tfrac12\sin2x=\tfrac23x^3+O(x^5)$. The integrand behaves as $2/(3x)$, and the integral equals $-\tfrac23\ln k+O(1)$. The contribution is

$$
\frac43\alpha A k^2\ln k+O(k^2).
$$

The difference $a_0-A=O(1/r)$ adds only $O(k^2)$: since $0\le r-sc\le\tfrac23k^2r^3$, its integrand is bounded by a constant times $k^2/r^2$. The third source has the same bound, because $1-c^2=\sin^2kr\le k^2r^2$ and $a_0$ is bounded.

It remains to show that the feedback is small. Let $C$ denote constants independent of $k$ and $r$, not necessarily equal. Since $|s|\le r$, we have $|c(s-a_0c)|\le Cr$. As long as $|\eta|\le1$, also $\eta^2\le|\eta|$, and therefore

$$
|\eta'|\le S(r)+\frac{C|\eta|}{r^3},
$$

where $S$ is the sum of the absolute values of the sources. The factor $C/r^3$ is integrable from $d$ to infinity, so Gronwall's inequality gives

$$
|\eta(r)|\le C\left(|\eta(d)|+\int_d^rS(r')\,dr'\right).
$$

The three sources are bounded by $Ck^2$, $Ck^2/r$ and $Ck^2/r^2$, so $|\eta|\le Ck^2r$. Beyond $r=1/k$ they are also bounded by $C/r^2$, $C/r^3$ and $C/r^4$, so $|\eta|$ stays below $Ck$. For small $k$ this is less than 1, which justifies the assumption by continuity. The feedback then contributes at most

$$
C\int_d^\infty\frac{|\eta|}{r^3}\,dr\le Ck^2\int_d^\infty\frac{dr}{r^2}=O(k^2).
$$

Collecting the parts, with $a_0(\infty)=A$,

$$
-\frac{\tan\delta}{k}=A+\frac{\pi\alpha}{3}k+\frac43\alpha Ak^2\ln k+O(k^2),
$$

and multiplication by $-k$ gives the stated expansion. An additional $r^{-6}$ tail leaves the displayed terms unchanged. Its largest source is proportional to $(r^2-s^2)/r^6\le k^2/(3r^2)$, which integrates to $O(k^2)$.

The sign of the $k^2$ term may seem odd, since attraction should raise the phase. But $A$ already contains the attraction of the entire tail, weighted with the zero-energy density $r^2$. At finite $k$ the corresponding weight is $\sin^2(kr)/k^2$, which is smaller and stops growing near $r=1/k$. The attraction lost there is of order $\alpha\int_{1/k}^\infty dr/r^2=\alpha k$, and its loss makes $-\tan\delta/k$ larger than $A$. Lowering the energy moves this region outward but never removes it.

Two tests bear on this reading. They use $\alpha=4.5$ and a hard wall inside the tail, placed to give $A=1.8$. At $k=2\times10^{-4}$, the difference $a_k(r)-a_0(r)$ from the integrated wave was compared with $\alpha k\int_0^{kr}(x^2-\sin^2x)x^{-4}dx$ at $kr=1$, 2 and 5, and agreed within 3%. In the second test the wall was held fixed and the tail was cut off at 10 bohr, which changes the scattering length to 2.164 bohr. When $k$ doubles from 0.002 to 0.004, the departure of $-\tan\delta/k$ from its zero-energy value grows by a factor 4.000 with the cut tail, as a $k^2$ law requires. With the full tail the factor is 1.962, close to the 2 of a linear law. The logarithmic term lowers it.

The coefficients were also extracted from integrated waves at $k=0.001$ and 0.002, each after subtracting the other term with its formula value. For $\alpha=4.5$, $A=1.8$, the magnitude of the $k^2$ coefficient is 4.7124, equal to $\pi\alpha/3$ to these digits. The quantity $4\alpha A/3$ comes out as 10.78, against 10.80 from the formula. For $\alpha=10$, $A=-1.5$, the corresponding results are 10.472, again equal to $\pi\alpha/3$, and $-20.0$, which agrees with the formula to the digits shown.

The ratio of the logarithmic term to the $k^2$ term has magnitude

$$
\frac{4|A|}{\pi}\,k|\ln k| ,
$$

and this must be small before two terms suffice. The conditions $k|A|\ll1$ and $k\sqrt\alpha\ll1$ are needed as well. The $O(k^3)$ remainder also depends on the short-range interaction. For a target of radius $d$ it can be of order $k^3d^3$ even when $A$ is small, so the $k^2$ term dominates it safely only if $kd^3\ll\alpha$. The expansion fails if $A$ is infinite, that is, at a potential strength where a new s-wave bound state is just about to appear. If $A=0$, the $k^2$ term leads and the logarithm displayed here disappears. If $A<0$, the first two terms have opposite signs and cancel at $k=3|A|/(\pi\alpha)$. This suggests a minimum of the s-wave cross section, but it locates one reliably only when $|A|$ is so small that this $k$ still meets the conditions above.

The s-wave cross section is

$$
\sigma_0=\frac{4\pi}{k^2}\sin^2\delta
=4\pi\left[A^2+\frac{2\pi}{3}\alpha Ak+O(k^2|\ln k|)\right].
$$

Its first correction is linear in $k$, hence proportional to the square root of the energy. For a finite-range potential the first correction is linear in the energy, so an extrapolation to zero energy must use the law that fits the tail.

The p wave has a phase of order $k^2$ too. Its centrifugal barrier keeps the wave away from the target, where a short-range force would contribute only $O(k^3)$. At $r\sim1/k$ the tail is weak beside the barrier, so first-order perturbation theory gives the leading term:

$$
\tan\delta_1\simeq-k\int_0^\infty U\,r^2j_1^2(kr)\,dr=\alpha k^2\int_0^\infty\frac{j_1^2(x)}{x^2}\,dx .
$$

To evaluate it, use $j_1/x=(j_0+j_2)/3$. Each $j_l$ is, up to a phase, half the Fourier transform of the Legendre polynomial $P_l$ on $[-1,1]$. Parseval's theorem then gives $\int_0^\infty j_l^2dx=\pi/[2(2l+1)]$ and $\int_0^\infty j_0j_2dx=0$. The integral is $\frac19(\frac{\pi}{2}+\frac{\pi}{10})=\frac{\pi}{15}$, so $\tan\delta_1\simeq\pi\alpha k^2/15$.

This phase matters for the momentum-transfer cross section, which governs electron drift and weights scattering by $1-\cos\theta$. For small phases the s and p waves give the angular distribution $(\delta^2+6\delta\delta_1\cos\theta)/k^2$ to the order needed. Waves with $l\ge2$ interfere with the s wave at the same order in $k$, but those terms are proportional to $P_l(\cos\theta)$ and vanish on integration with the weight $1-\cos\theta$. That integration gives $4\pi(\delta^2-2\delta\delta_1)/k^2$. Inserting $\delta\simeq-Ak-\pi\alpha k^2/3$ and $\delta_1\simeq\pi\alpha k^2/15$,

$$
\sigma_m=4\pi\left[A^2+\left(\frac{2\pi}{3}+\frac{2\pi}{15}\right)\alpha Ak+\cdots\right]
=4\pi\left[A^2+\frac{4\pi}{5}\alpha Ak+\cdots\right].
$$

As an example, take slow electrons and free hydrogen atoms in an afterglow at 300 K. The computed polarizability of H is 4.5 atomic units. For the triplet channel, in which the two electron spins are parallel, $A=1.8$ bohr is a rough value. The model is a hard wall at $R$ with the polarization tail outside. The wall stands in for the short-range interaction in the s wave, exchange included, and does not compute it. Its zero-energy equation is solvable. Writing $u_0=r f(y)$ with $y=1/r$ gives $u_0''=y^3f_{yy}$, so $u_0''=-\alpha u_0/r^4$ becomes $f_{yy}=-\alpha f$. The solution that vanishes at the wall is

$$
u_0\propto r\sin\left(\frac{\sqrt\alpha}{R}-\frac{\sqrt\alpha}{r}\right)
\;\to\; r\sin\frac{\sqrt\alpha}{R}-\sqrt\alpha\cos\frac{\sqrt\alpha}{R},
$$

and hence $A=\sqrt\alpha\cot(\sqrt\alpha/R)$. If the model is to have no bound state, the chosen $A$ requires $R=2.446$ bohr.

At the thermal energy $k_BT=25.85$ meV, $k=0.04359$. The successive terms are

$$
\begin{aligned}
-Ak&=-1.8(0.04359)=-0.0785,\\
-\frac{\pi\alpha}{3}k^2&=-4.712(0.04359)^2=-0.0090,\\
-\frac43\alpha Ak^3\ln k&=-10.8(0.04359)^3\ln(0.04359)=+0.0028 .
\end{aligned}
$$

Their running sums are compared below with $\tan\delta$ from the integrated wave.

| Energy (meV) | Wave | One term | Two terms | With log |
|---:|---:|---:|---:|---:|
| 1 | −0.01575 | −0.01543 | −0.01578 | −0.01575 |
| 25.85 | −0.0853 | −0.0785 | −0.0874 | −0.0846 |
| 100 | −0.1775 | −0.1543 | −0.1890 | −0.1722 |

Relative to the wave result at 25.85 meV, one term is 8% too small in magnitude, two terms are 2.4% too large, and the sum with the logarithm is 0.8% too small. The logarithmic term is already 31% of the $k^2$ term. At 100 meV the two-term error is 6%.

The model's triplet s-wave cross section rises from $11.4\times10^{-20}$ m² at zero energy to $13.4\times10^{-20}$ m² at $k_BT$, by 17%. The formula linear in $k$ gives $14.0\times10^{-20}$ m². At this energy half of the $k^2$ coefficient's integral is gathered within $kr=1.80$, or $r=2.18$ nm, far outside the atom.

In the wall model the p-wave phase at $k_BT$ is $\tan\delta_1=0.00122$, about a third below $\pi\alpha k^2/15$, so higher powers of $k$ already matter there. At $k=0.002$ the ratio of the two is 0.985. The model's p wave adds only 0.06% to the total cross section, but through interference it makes the momentum-transfer cross section 2.9% larger than the s-wave cross section. These p-wave numbers should not be carried over to hydrogen. The wall was fitted to the s wave alone and repels the p wave too, whereas in real triplet scattering exchange attracts the p wave. Its phase then lies above the leading term instead of below it, and the interference is stronger.

For a real afterglow the largest omission sized here is electron spin. Unpolarized electrons and atoms meet in the singlet state with weight 1/4. A similar wall model with one bound state and a rough singlet length of 6 bohr gives $125\times10^{-20}$ m² at $k_BT$. The spin average is

$$
\left[\tfrac14(125.2)+\tfrac34(13.4)\right]\times10^{-20}\ \text{m}^2=41.3\times10^{-20}\ \text{m}^2,
$$

three times the triplet value, so the triplet result must not be used as the cross section of atomic hydrogen. Other corrections are smaller. An $r^{-6}$ tail built from the quadrupole polarizability of H and the lag of its induced dipole changes $\tan\delta$ by 0.04% when the wall is moved to hold $A$ fixed. At 1 Torr the mean spacing of gas particles is 31 nm, and at $10^{16}$ electrons per m³ the Debye length is 12 µm. Both exceed the 2.18 nm over which half of the term builds up, so treating each electron–atom collision as one with an isolated atom is reasonable at $k_BT$. That radius scales as $1/k$. At 1 meV it is 11 nm, and the electron wavelength of 39 nm exceeds the spacing, so the argument does not extend to the slowest electrons. Collisions of electrons with ions are a separate process and are not included here. A gas made wholly of atoms at this pressure and temperature is an idealization, however. Hydrogen molecules, which have a quadrupole moment and can exchange rotational energy, need a separate treatment. In an active discharge, with electron energies of roughly an electronvolt or more, this low-energy expansion is not a suitable source of cross sections. The numerical output lists the remaining energies and model parameters.

## Table of computed values

```
H dipole polarizability: 4.500000 a.u.; finite field 4.50021 a.u.
H quadrupole polarizability: 15.00000 a.u.
H nonadiabatic coefficient: 5.37500 a.u.
Integral of (x^2-sin^2 x)/x^4: 1.04719755; pi/3 = 1.04719755
alpha = 4.50 a.u., A = 1.80 bohr:
  k^2 coefficient magnitude: wave 4.71242, formula 4.71239 a.u.
  k^3 ln k coefficient magnitude (signed as A): wave 10.778, formula 10.800 a.u.
alpha = 10.00 a.u., A = -1.50 bohr:
  k^2 coefficient magnitude: wave 10.47204, formula 10.47198 a.u.
  k^3 ln k coefficient magnitude (signed as A): wave -20.045, formula -20.000 a.u.
Tail cut at 10.0 bohr: scattering length 2.16396 bohr
Shift ratio on doubling k (0.002 to 0.004 a.u.): cut 4.0001, full 1.9624
p-wave phase / (pi alpha k^2/15) at k = 0.002 a.u.: 0.9854
Triplet model: A = 1.80 bohr, wall R = 2.44629 bohr
E (meV), k (a.u.), tan(delta): wave, 1 term, 2 terms, with log
    1.000 0.008573 -0.015751 -0.015432 -0.015778 -0.015746
    5.000 0.019170 -0.035999 -0.034506 -0.036238 -0.035937
   10.000 0.027111 -0.051662 -0.048799 -0.052263 -0.051486
   25.852 0.043590 -0.085333 -0.078462 -0.087416 -0.084613
  100.000 0.085731 -0.177545 -0.154316 -0.188952 -0.172235
Temperature: 300 K; thermal energy kT: 25.852 meV
At kT: -tan(delta)/k = 1.9576 bohr
At kT: |log term / k^2 term| = 0.313
Half of k^2 term gathered by k r = 1.7961
  this radius at kT: 2.180 nm
Triplet s-wave cross section at kT: 13.3883 x 1e-20 m^2
  zero-energy value: 11.4014 x 1e-20 m^2
  value with the term linear in k: 14.0036 x 1e-20 m^2
Singlet model: A = 6.0 bohr, wall R = 0.60932 bohr
  singlet s-wave cross section at kT: 125.228 x 1e-20 m^2
  spin-averaged cross section at kT: 41.348 x 1e-20 m^2
  singlet share of the average: 75.7 %
Triplet p wave at kT: tan(delta_1) = 0.001220
  p-wave / s-wave total cross section: 0.062 %
  momentum-transfer (s,p) / s-wave cross section: 1.0292
r^-6 tail, A held: wall 2.40845 bohr, tan(delta) at kT -0.085300
  relative change of tan(delta): -0.04 %
Gas at 1.0 Torr: mean atom spacing 31.44 nm
Electron density 1.0e+16 m^-3: Debye length 11953 nm
Electron / proton mass (recoil): 0.0545 %
```
